# The moire period of two aligned hexagonal layers

A hexagonal film lies on a hexagonal substrate surface. The close-packed rows of the two layers are parallel. The lattice constants are $a_s=0.2715$ nm for the substrate and $a_f=0.2452$ nm for the film. Both layers are flat and, apart from uniform strains in parts (e) and (f), rigid until part (h).

Let $\mathbf e_1$ and $\mathbf e_2$ be unit vectors 60 degrees apart, and let $\mathbf N=n\mathbf e_1+m\mathbf e_2$ with integers $n,m$. The lattice sites are

$$\mathbf R_s=a_s\mathbf N,\qquad \mathbf R_f=a_f\mathbf N ,$$

so that one film site and one substrate site coincide at the origin. A film atom at $\mathbf r$ feels the substrate through a smooth function $V(\mathbf r)$, for example its binding energy. The translations that leave $V$ unchanged are the substrate lattice vectors and no others.

## (a) The stacking field

**Question.** Show that the values of $V$ at the film sites are also the values, at the same sites, of a function that varies slowly in space.

**Answer.** Compare the film site and the substrate site that carry the same label $\mathbf N$. Since $\mathbf N=\mathbf R_f/a_f$, their separation is

$$\mathbf s=\mathbf R_f-\mathbf R_s=\mathbf R_f-a_s\frac{\mathbf R_f}{a_f}=\left(1-\frac{a_s}{a_f}\right)\mathbf R_f .$$

The vector $\mathbf R_s$ is a substrate translation, so subtracting it from the argument does not change $V$:

$$V(\mathbf R_f)=V(\mathbf R_f-\mathbf R_s)=V(\mathbf s)=W(\mathbf R_f),\qquad W(\mathbf r)=V\!\left(\Big(1-\frac{a_s}{a_f}\Big)\mathbf r\right).$$

No approximation has been made at the film sites. Between them there is no film atom, and $W$ is a choice of interpolation. It is the useful choice because its argument moves slowly: the factor is

$$1-\frac{a_s}{a_f}=-\frac{0.0263}{0.2452}=-0.107 ,$$

so one step along a film row changes the stacking by only 0.0263 nm. The function $W$ is $V$ magnified about ninefold and inverted through the origin.

A honeycomb film has a second atom at $\mathbf R_f+\boldsymbol\tau$ in each cell. It feels $V(\mathbf s+\boldsymbol\tau)$, which is the same field with a constant offset in its argument. The second atom changes the contrast of the pattern but brings in no new period.

## (b) The continuum period

**Question.** The continuum moire period $L$ is the length of the shortest translation that leaves $W$ unchanged. Derive and evaluate it. State the orientation of the pattern and the spacing of its rows.

**Answer.** A translation $\mathbf P$ leaves $W$ unchanged when it changes the argument of $V$ by a substrate lattice vector:

$$\left(1-\frac{a_s}{a_f}\right)\mathbf P=a_s\mathbf M,\qquad \mathbf M=p\,\mathbf e_1+q\,\mathbf e_2,$$

with integers $p,q$. Multiply by $a_f$ and divide by $a_f-a_s$:

$$\mathbf P=\frac{a_sa_f}{a_f-a_s}\,\mathbf M=-\frac{a_sa_f}{a_s-a_f}\,\mathbf M .$$

The minus sign has no effect on the set of translations, because $-\mathbf M$ is in the lattice whenever $\mathbf M$ is. The translations therefore form a hexagonal lattice parallel to the two layers. Since $\mathbf e_1\cdot\mathbf e_2=1/2$,

$$|\mathbf M|^2=p^2+pq+q^2 ,$$

which is a positive integer unless $p=q=0$. Its smallest nonzero value is 1, and so

$$L=\frac{a_sa_f}{a_s-a_f}=\frac{0.066572\ \text{nm}^2}{0.0263\ \text{nm}}=2.53\ \text{nm}.$$

This is the distance between neighbouring equivalent points of the pattern, such as places where film atoms sit on top, or nearly on top, of substrate atoms. The rows of such points are closer together. Rows parallel to $\mathbf e_1$ are separated by the perpendicular component of $L\mathbf e_2$:

$$L\sin 60^\circ=\frac{\sqrt3}{2}L=2.19\ \text{nm}.$$

An image of the pattern can be read either way, so a quoted moire length should say which distance is meant. As $a_f$ approaches $a_s$, the denominator vanishes and $L$ grows without limit: equal, aligned layers have the same stacking everywhere.

## (c) The same period from beating waves

**Question.** Recover $L$ from the reciprocal lattices. Why does the result require $V$ to be smooth if $L$ is to be the longest strong periodicity seen at the film sites?

**Answer.** With $\mathbf e_1=(1,0)$ and $\mathbf e_2=(\tfrac12,\tfrac{\sqrt3}{2})$, a shortest reciprocal vector of a hexagonal lattice of constant $a$ is

$$\mathbf g=\frac{2\pi}{a}\left(0,\frac{2}{\sqrt3}\right),\qquad |\mathbf g|=\frac{4\pi}{\sqrt3\,a}.$$

It satisfies $\mathbf g\cdot a\mathbf e_1=0$ and $\mathbf g\cdot a\mathbf e_2=2\pi$, as required. Let $\mathbf g_s$ and $\mathbf g_f$ be the parallel vectors of this kind for the two layers. At a film site $\mathbf g_f\cdot\mathbf R_f$ is a multiple of $2\pi$, so a substrate wave sampled there obeys

$$e^{i\mathbf g_s\cdot\mathbf R_f}=e^{i(\mathbf g_s-\mathbf g_f)\cdot\mathbf R_f}=e^{-i\mathbf G\cdot\mathbf R_f},\qquad \mathbf G=\mathbf g_f-\mathbf g_s .$$

The short substrate wave appears as a long beat wave, with

$$|\mathbf G|=\frac{4\pi}{\sqrt3}\left(\frac1{a_f}-\frac1{a_s}\right)=\frac{4\pi}{\sqrt3}\,\frac{a_s-a_f}{a_sa_f}=\frac{4\pi}{\sqrt3\,L}=2.866\ \text{nm}^{-1}.$$

This is the shortest reciprocal vector of a hexagonal lattice of constant $L$, in agreement with part (b). The wavelength $2\pi/|\mathbf G|=2.19$ nm is the row spacing, not $L$.

Smoothness matters because of the higher harmonics of $V$. The harmonic $10\,\mathbf g_s$ appears at the film sites with wave vector $-10\,\mathbf G$, to which any film reciprocal vector may be added. From the lengths above, $|\mathbf g_f|/|\mathbf G|=L/a_f=10.323$. Adding $\mathbf g_f$ leaves a wave of size $0.323|\mathbf G|$, which is longer than the moire wave. It is weak if $V$ has little weight in its tenth harmonic. Smoothness has to be read in this sense here: a function with very narrow peaks can have a strong tenth harmonic even if it is differentiable everywhere.

A numerical test illustrates this. Each film atom within 24 nm of the origin was given the overlap $\sum e^{-(d/w)^2}$, where $d$ is the distance to each of its seven nearest substrate atoms and $w=0.08$ nm. The strongest Fourier peak among wave vectors with components up to 8 nm$^{-1}$, found without the formula for $L$, gave a period of 2.5312 nm, the same as the formula to the digits shown. Among waves with less than 0.6 of the peak's wave number, the largest amplitude was $2.5\times10^{-6}$ of the main peak. This remainder is set by the finite patch of film and the Gaussian weight (standard deviation 5 nm) applied to its atoms. It does not measure the tenth harmonic, which is far weaker for this smooth overlap.

## (d) Misfit and extra rows

**Question.** Count the lattice spacings of each layer in one moire period along a close-packed row. Express $L$ through the misfit $f=(a_s-a_f)/a_s$, and explain the link with misfit dislocations.

**Answer.** The numbers of spacings are $L/a_f=10.323$ and $L/a_s=9.323$. Their difference is

$$\frac{L}{a_f}-\frac{L}{a_s}=L\,\frac{a_s-a_f}{a_sa_f}=1 .$$

The film fits in one more spacing than the substrate in each period. Neither number has to be an integer.

From the definition of the misfit, $a_s-a_f=fa_s$, and therefore

$$L=\frac{a_sa_f}{fa_s}=\frac{a_f}{f}=\frac{0.2452\ \text{nm}}{0.09687}=2.53\ \text{nm}.$$

The numerator is the lattice constant that does not appear in the denominator of $f$. The expression $a_s/f$ would give 2.80 nm, too large by the factor $a_s/a_f=1.107$. The two expressions always differ by $a_s$. Their ratio tends to 1 when the misfit is small, but here the relative difference is plain.

To match the substrate site for site, the film would have to stretch by $a_s/a_f-1=10.7\%$. The extra rows remove the need for this stretch. Over a distance $L$ along a row, the shift $\mathbf s$ changes by one substrate lattice vector, of length $a_s$. This is the relative displacement associated with a perfect misfit dislocation. In rigid layers the displacement builds up evenly, and there are no separate dislocation lines. If the film can relax, it may enlarge the regions of favourable stacking and gather the change of $\mathbf s$ into narrow lines between them. Those lines are the misfit dislocations. They are perfect dislocations if $V$ has one favourable stacking per cell. If it has two, such as the two hollow sites, the lines between the two kinds of region carry a shift of only $a_s/\sqrt3$ and are partial dislocations.

The hexagonal cell areas scale as the squares of the lattice constants, so one moire cell holds on average

$$\left(\frac{L}{a_s}\right)^2=86.9\quad\text{substrate sites and}\quad\left(\frac{L}{a_f}\right)^2=106.6\quad\text{film sites}.$$

## (e) Moire period and coincidence cell

**Question.** Is $L$ a common translation of the two atomic lattices? Find the coincidence length along a row if the given constants are taken literally. Then find how the moire period changes if the film is strained until $m$ film spacings equal $n$ substrate spacings, for $(n,m)=(9,10)$ and $(28,31)$.

**Answer.** It is not, because $L/a_s$ and $L/a_f$ are not integers. After one period the smooth field repeats, but the film atoms sample it at different points.

A common translation along a row requires $na_s=ma_f$, or $2715\,n=2452\,m$. Euclid's algorithm gives the successive remainders 263, 85, 8, 5, 3, 2, 1, so the two integers have no common factor. The smallest solution is $n=2452$, $m=2715$, with length

$$2715\times0.2452\ \text{nm}=665.7\ \text{nm}.$$

This length holds $m-n=263$ moire periods. It has no physical weight, because it depends on the common factors of the two integers. With $a_s=0.2716$ nm, for instance, 2716 and 2452 share the factor 4, and the length drops to $679\times0.2452\ \text{nm}=166.5$ nm, while $L$ changes by less than 0.01 nm.

For a strained film, the new constant is $a_f'=na_s/m$. The strain relative to the free film is

$$\varepsilon=\frac{a_f'}{a_f}-1=\frac{na_s}{ma_f}-1 ,$$

and the result of part (b) gives

$$L'=\frac{a_sa_f'}{a_s-a_f'}=\frac{a_s\,(n/m)}{1-n/m}=\frac{na_s}{m-n}.$$

- For $(9,10)$ the cell edge is 2.4435 nm and $\varepsilon=-0.347\%$. There is one moire period per edge, so $L'=2.44$ nm, which is 3.5% below $L$.
- For $(28,31)$ the cell edge is 7.602 nm and $\varepsilon=+0.0105\%$. There are three moire periods per edge, so $L'=7.602/3=2.534$ nm, which is 0.11% above $L$.

The second cell contains $3\times3=9$ moire cells. A calculation with periodic boundaries needs a common cell. It can be one of this kind, or one in which the film is also rotated or is strained unequally in different directions. In both cells above, the period shifts by about ten times the imposed strain. The smaller cell is cheaper, but its larger strain moves the period further from $L$.

## (f) Sensitivity, rounding and temperature

**Question.** Derive the response of $L$ to small changes of the lattice constants. How many digits of $L$ do the given data support? Estimate the effect of heating by 700 K if the substrate expands by a rough $7\times10^{-6}$ per K and the expansion of the film is neglected.

**Answer.** The quotient rule gives

$$\frac{\partial L}{\partial a_f}=\frac{a_s(a_s-a_f)+a_sa_f}{(a_s-a_f)^2}=\frac{a_s^2}{(a_s-a_f)^2}=\left(\frac{L}{a_f}\right)^2=106.6 ,$$

$$\frac{\partial L}{\partial a_s}=\frac{a_f(a_s-a_f)-a_sa_f}{(a_s-a_f)^2}=-\frac{a_f^2}{(a_s-a_f)^2}=-\left(\frac{L}{a_s}\right)^2=-86.9 .$$

The plus sign in the first numerator arises because $a_f$ enters the denominator with a minus sign. Dividing the total change by $L$ gives, to first order,

$$\frac{\delta L}{L}=\frac{L}{a_f}\,\frac{\delta a_f}{a_f}-\frac{L}{a_s}\,\frac{\delta a_s}{a_s}.$$

The pattern thus amplifies a small relative strain of either layer about tenfold, if the strain is equal in all directions and the other layer stays fixed. This makes it a sensitive gauge of strain, provided the other layer is known and the twist is controlled.

Each constant may be off by half of its last digit, 0.00005 nm. In the worst case the errors add:

$$(106.6+86.9)\times0.00005\ \text{nm}\approx0.01\ \text{nm}.$$

Evaluating $L$ at the extreme values gives the range 2.522 to 2.541 nm. The data support $L=2.53\pm0.01$ nm; further digits serve to compare formulas, not to describe a sample.

On heating, the substrate constant becomes

$$0.2715\ \text{nm}\times(1+7\times10^{-6}\times700)=0.2728\ \text{nm}.$$

The formula for $L$, with $a_f$ held fixed, then gives 2.42 nm, a change of $-4.3\%$. The first-order estimate is $-9.323\times0.49\%=-4.6\%$; the difference comes from higher orders in the strain. An expansion of half a percent is no longer negligible beside a misfit of ten percent. The estimate rests on the film constant staying fixed. A film expansion of $2\times10^{-6}$ per K reduces the change to $-3.0\%$. A film that is held by the substrate and expands by the same fraction changes $L$ by only $+0.49\%$, because $L$ then scales with both constants.

## (g) A small twist

**Question.** The film is rotated by an angle $\theta$. Find the new period and the rotation of the pattern. Evaluate both for 1 degree, and examine the limit $a_s=a_f$.

**Answer.** The beat vector is still $\mathbf G=\mathbf g_f-\mathbf g_s$, but the two vectors now enclose the angle $\theta$. The law of cosines gives

$$|\mathbf G|^2=\left(\frac{4\pi}{\sqrt3}\right)^2\left(\frac1{a_f^2}+\frac1{a_s^2}-\frac{2\cos\theta}{a_sa_f}\right).$$

Rotating both layers by 60 degrees turns one such beat vector into the next, so the pattern remains hexagonal and $L=4\pi/(\sqrt3|\mathbf G|)$ still holds. Taking the factor $1/(a_sa_f)^2$ out of the bracket yields

$$L(\theta)=\frac{a_sa_f}{\sqrt{a_s^2+a_f^2-2a_sa_f\cos\theta}}.$$

The expression under the root equals $(a_s-a_f)^2+2a_sa_f(1-\cos\theta)$. The second term is never negative, so a twist of up to 30 degrees shortens the period of this beat. Between 30 and 60 degrees, the sixfold symmetry of the lattices requires $60^\circ-\theta$ in place of $\theta$ in this formula. The formula follows only the beat of the shortest reciprocal vectors. At large twist, low harmonics of $V$ can give longer waves. At 30 degrees, $2\mathbf g_s$ (53.45 nm$^{-1}$) is parallel to a film reciprocal vector of length $\sqrt3|\mathbf g_f|$ (51.25 nm$^{-1}$). Their beat has a period of 3.30 nm, longer than at zero twist, while the formula gives 0.49 nm. For the overlap of part (c) this long wave has 3% of the amplitude of the short one. At a few degrees of twist such waves come only from high harmonics and are negligible for a smooth $V$.

For the direction, measure angles from $\mathbf g_s$. Apart from the common factor $4\pi/\sqrt3$, the components of $\mathbf G$ are $\cos\theta/a_f-1/a_s$ along $\mathbf g_s$ and $\sin\theta/a_f$ across it. The pattern therefore turns by $\varphi$, where

$$\tan\varphi=\frac{\sin\theta/a_f}{\cos\theta/a_f-1/a_s}=\frac{a_s\sin\theta}{a_s\cos\theta-a_f}.$$

For small angles $\varphi\approx a_s\theta/(a_s-a_f)=(L/a_f)\,\theta$, with $L$ taken at zero twist.

At $\theta=1^\circ$ the formulas give $L=2.49$ nm, a change of $-1.4\%$, and $\varphi=10.2^\circ$. The period changes only at second order in $\theta$, while the direction changes at first order. The orientation of the pattern is therefore the better sign of a small misalignment.

If $a_s=a_f=a$, the identity $1-\cos\theta=2\sin^2(\theta/2)$ gives

$$L=\frac{a^2}{\sqrt{2a^2(1-\cos\theta)}}=\frac{a}{2\sin(\theta/2)}\qquad(0<\theta\le30^\circ).$$

For small $\theta$ this is a long moire pattern produced by twist alone. Near 30 degrees higher harmonics again add longer waves: at 30 degrees a period of $3.73a$ appears beside the $1.93a$ of the formula.

## (h) Relaxation and real layers

**Question.** Does relaxation of the film change $L$? Judge how well the rigid, aligned model can describe a real monolayer on a metal.

**Answer.** Suppose that each film atom moves by a displacement that depends on its local stacking alone, $\mathbf u=\mathbf U(\mathbf s)$, where $\mathbf U$ has the periodicity of the substrate. The relaxed atom feels

$$V(\mathbf R_f+\mathbf U(\mathbf s))=V(\mathbf s+\mathbf U(\mathbf s)),$$

where the substrate vector $\mathbf R_s$ has again been subtracted. The right side is unchanged when $\mathbf s$ changes by a substrate lattice vector, so $L$ remains a period. The displacements are bounded, which keeps the mean lattice constant of the film fixed. Relaxation of this kind sharpens or reshapes the pattern without changing its period.

As a numerical illustration, each film atom was moved one tenth of the way to its nearest substrate site. The period found from the atoms was 2.5311 nm, against 2.5312 nm for the rigid film. This displacement was prescribed and did not come from minimizing an energy. The argument fails if the film changes its mean lattice constant, for instance by locking into one of the cells of part (e), or if equally stacked regions relax differently.

The lattice constants used here are of a size that occurs for a honeycomb monolayer on a close-packed metal surface. Real layers can break the assumptions of free, perfectly aligned lattices at one temperature. For the present numbers, a twist of 1 degree shifts the period by $-1.4\%$, locking into the $(9,10)$ cell by $-3.5\%$, and heating the substrate by 700 K, with the film constant held fixed, by about $-4\%$. Each figure holds the other conditions fixed. The value 2.53 nm is thus the period for the stated constants and zero twist; changes of the sizes listed here shift it by a few percent. A larger twist shifts it more, by $-11\%$ at 3 degrees.

## Computed values

```
substrate lattice constant: 0.2715 nm
film lattice constant: 0.2452 nm
difference of lattice constants: 0.0263 nm
product of lattice constants: 0.066572 nm^2
misfit relative to substrate: 9.687 %
moire period, formula: 2.5312 nm
moire period, from atoms: 2.5312 nm
wrong estimate a_sub/misfit: 2.803 nm
spacing of moire rows: 2.192 nm
beat wave number: 2.8663 1/nm
longer-wave residue / main peak: 2.5e-06
largest error of stacking identity: 4.8e-14
substrate spacings per period: 9.323
film spacings per period: 10.323
substrate sites per moire cell: 86.9
film sites per moire cell: 106.6
exact row coincidence length: 665.7 nm
moire periods in that length: 263
dL/da_film: 106.6
dL/da_sub: -86.9
half of last input digit: 0.00005 nm
period range from rounding: 2.5216 to 2.5410 nm
cell 9 substrate / 10 film: length 2.4435 nm
  film strain -0.3467 %, periods per edge 1
  moire period 2.4435 nm, change -3.47 %
cell 28 substrate / 31 film: length 7.6020 nm
  film strain +0.0105 %, periods per edge 3
  moire period 2.5340 nm, change +0.11 %
twist angle: 1.0 deg
period with twist: 2.4949 nm, change -1.43 %
turn of moire pattern: 10.23 deg
rough expansion difference: 7.0e-06 1/K
heating: 700 K
hot substrate lattice constant: 0.27283 nm
period when hot: 2.4212 nm, change -4.35 %
relaxation, fraction of way to site: 0.1
period after relaxation, from atoms: 2.5311 nm
```
